# Commensurate twists of bilayer graphene and their exact point groups: verification in Python

```python
"""Commensurate twists of two rigid honeycomb layers and their exact symmetry.

Result under test: for coprime m, r > 0 the commensurate angles in (0, 60) deg are
    cos(theta) = (3m^2 + 3mr + r^2/2) / N,   N = 3m^2 + 3mr + r^2,
with Sigma = N (3 does not divide r) or N/3 (3 divides r) graphene cells per layer
in the supercell. The crystal class depends on the points c1, c2 of the two layers
placed on the rotation axis, through delta = w'(c1 - rho c2) modulo the lattice.
Symbols: points are complex numbers in units of the lattice constant a;
ZETA = exp(i pi/3); lattice L = {i + j ZETA}; hexagon centre at 0, atoms at +-TAU;
rho = exp(i theta) turns layer 2; t = z' is the first superlattice vector, w' = z'/rho.
Symmetry operations are found by search over atom positions, not from delta.
"""
from math import gcd, sqrt
import numpy as np
from scipy import constants
from scipy.spatial import cKDTree

ZETA = np.exp(1j * np.pi / 3)
TAU = (1 + ZETA) / 3


def coords(p):
    """Components of complex points along 1 and ZETA."""
    p = np.asarray(p)
    return np.stack([p.real - p.imag / sqrt(3), 2 * p.imag / sqrt(3)], axis=-1)


def wrap(x):
    x = np.mod(x, 1.0)
    x[x >= 1.0] = 0.0
    return x


def grid(half):
    i, j = np.meshgrid(np.arange(-half, half + 1), np.arange(-half, half + 1))
    return (i + j * ZETA).ravel()


def near_integer(x, tol=1e-6):
    return (np.abs(x - np.rint(x)) < tol).all(axis=-1)


def norm_n(m, r):
    return 3 * m * m + 3 * m * r + r * r


def angle(m, r):
    return np.arccos((3 * m * m + 3 * m * r + r * r / 2) / norm_n(m, r))


def sigma(m, r):
    return norm_n(m, r) // (3 if r % 3 == 0 else 1)


def supervector(m, r):
    if r % 3 == 0:
        return (m + r // 3) + (r // 3) * ZETA
    return m + (m + r) * ZETA


def partner(m, r):
    return (r // 3, m) if r % 3 == 0 else (r, 3 * m)


# Completeness: angles between all equally long lattice vectors, against the formula
SIGMA_MAX = 100
points = grid(12)
lengths2 = np.rint(np.abs(points) ** 2).astype(int)
found = []
for n in range(1, SIGMA_MAX + 1):
    shell = points[lengths2 == n]
    if len(shell):
        turn = np.degrees(np.angle(shell[:, None] / shell[None, :])) % 60
        found.extend(turn.ravel())
found = np.sort(found)
found = found[(found > 1e-6) & (found < 60 - 1e-6)]
found = found[np.r_[True, np.diff(found) > 1e-7]]
all_pairs = [(m, r) for m in range(1, 20) for r in range(1, 20)
             if gcd(m, r) == 1 and sigma(m, r) <= SIGMA_MAX]
formula = np.sort([np.degrees(angle(m, r)) for m, r in all_pairs])
assert len(found) == len(formula)
assert np.allclose(found, formula, atol=1e-8)


def check_coincidence(m, r):
    """Search the common translations of both layers and compare with t*L."""
    s, t, rho = sigma(m, r), supervector(m, r), np.exp(1j * angle(m, r))
    g = grid(int(sqrt(6 * s)) + 2)
    g = g[np.abs(g) ** 2 < 4.5 * s]
    common = g[near_integer(coords(g / rho))]
    size2 = np.sort(np.abs(common) ** 2)
    assert abs(size2[1] - s) < 1e-6 * s
    assert len(common) == 19          # lattice points with squared length below 4.5
    assert near_integer(coords(common / t)).all()


def check_sum_lattice(m, r):
    """Layer-2 translations reduced modulo L take exactly Sigma values."""
    s, rho = sigma(m, r), np.exp(1j * angle(m, r))
    x = coords(rho * grid(s)) * s
    assert near_integer(x).all()
    assert len(np.unique(np.rint(x).astype(int) % s, axis=0)) == s


def build(m, r, c1, c2):
    """Atoms of one supercell, divided by t, with the rotation axis at the origin."""
    s, t, rho = sigma(m, r), supervector(m, r), np.exp(1j * angle(m, r))
    g = grid(int(2 * sqrt(s)) + 2)
    layers = []
    for turn, centre in ((1.0, c1), (rho, c2)):
        f = coords(turn * g / t)
        cell = g[((f > -1e-7) & (f < 1 - 1e-7)).all(axis=1)]
        assert len(cell) == s
        atoms = np.concatenate([cell + TAU, cell - TAU]) - centre
        layers.append(turn * atoms / t)
    return layers


def make_trees(layers):
    return [cKDTree(wrap(coords(y)), boxsize=1.0) for y in layers]


NAMES = {(6, 6): "D6", (3, 3): "D3", (2, 2): "D2", (3, 0): "C3",
         (2, 0): "C2", (1, 1): "C2", (1, 0): "C1"}


def symmetry(layers):
    """Try all 24 operations of a hexagonal lattice with every possible shift."""
    trees = make_trees(layers)
    crystal, site = [], []
    for reflect in (0, 1):
        for swap in (0, 1):
            for k in range(6):
                images = [ZETA ** k * (y.conj() if reflect else y) for y in layers]
                shifts = layers[swap] - images[0][0]
                for index in (0, 1):
                    tree = trees[index ^ swap]
                    for count in (3, None):
                        if len(shifts) == 0:
                            break
                        trial = images[index][:count][None, :] + shifts[:, None]
                        dist = tree.query(wrap(coords(trial)))[0]
                        shifts = shifts[(dist < 1e-6).all(axis=1)]
                assert len(shifts) <= 1       # otherwise the cell is not primitive
                if len(shifts):
                    crystal.append((reflect, swap, k))
                    if near_integer(coords(shifts[0])):
                        site.append((reflect, swap, k))
    # only rotations about the normal and in-plane twofold axes may occur
    assert all(reflect == swap for reflect, swap, k in crystal)
    labels = []
    for ops in (crystal, site):
        turns = sum(op[0] == 0 for op in ops)
        labels.append(NAMES[(turns, len(ops) - turns)])
    if labels[0] == "D3":                     # twofold axes along superlattice vectors
        assert all(k % 2 == 0 for reflect, swap, k in crystal if reflect)
    eclipsed = int((trees[1].query(wrap(coords(layers[0])))[0] < 1e-6).sum())
    return labels[0], labels[1], eclipsed


def delta(m, r, c1, c2):
    rho = np.exp(1j * angle(m, r))
    return supervector(m, r) / rho * (c1 - rho * c2)


def class_from_delta(value):
    if near_integer(coords(value)):
        return "D6"
    if near_integer(coords((1 - ZETA ** 2) * value)):
        return "D3"
    if near_integer(coords(2 * value)):
        return "D2"
    on_line = any(near_integer(coords(value + ZETA ** k * np.conj(value)))
                  for k in range(6))
    return "C2" if on_line else "C1"


GENERIC = 0.1 * sqrt(2) + 0.1 * sqrt(3) * ZETA
CENTRES = {"hexagon on hexagon": (0, 0),
           "atom on atom, from AA": (TAU, TAU),
           "atom on atom, from AB": (TAU, -TAU),
           "hexagon on atom": (0, TAU),
           "bond midpoint, from AA": (1.5 * TAU, 1.5 * TAU),
           "generic point, from AA": (GENERIC, GENERIC)}
SITES = dict(zip(CENTRES, ("D6", "D3", "D3", "C3", "D2", "C1")))


def predicted(name, r):
    if name == "hexagon on hexagon":
        return "D6"
    if name == "atom on atom, from AA":
        return "D6" if r % 3 == 0 else "D3"
    if name == "atom on atom, from AB":
        return "D3" if r % 3 == 0 else "D6"
    if name == "hexagon on atom":
        return "D3"
    if name == "bond midpoint, from AA":
        return "D6" if r % 2 == 0 else "D2"
    return "C1"


small_pairs = [p for p in all_pairs if sigma(*p) <= 37]
table = {}
for m, r in small_pairs:
    check_coincidence(m, r)
    check_sum_lattice(m, r)
    for name, (c1, c2) in CENTRES.items():
        group, site, eclipsed = symmetry(build(m, r, c1, c2))
        assert group == predicted(name, r), (m, r, name, group)
        assert group == class_from_delta(delta(m, r, c1, c2))
        assert site == SITES[name], (m, r, name, site)
        if group in ("D6", "D3"):
            assert eclipsed == {"D6": 2, "D3": 1}[group]
        table[m, r, name] = (group, site, eclipsed)
    # a sliding offset on a symmetry line leaves a single twofold axis
    w_prime = supervector(m, r) / np.exp(1j * angle(m, r))
    slide = 0.3 / w_prime
    assert symmetry(build(m, r, slide, 0))[0] == "C2"
    assert class_from_delta(delta(m, r, slide, 0)) == "C2"

# Partner twists: atom-by-atom comparison after a mirror that fixes layer 1
for m, r in small_pairs:
    mp, rp = partner(m, r)
    assert gcd(mp, rp) == 1 and sigma(mp, rp) == sigma(m, r)
    assert (r % 3 == 0) != (rp % 3 == 0)
    assert abs(np.degrees(angle(m, r) + angle(mp, rp)) - 60) < 1e-9
    for c1, c2 in ((0, 0), (TAU, TAU), (TAU, -TAU)):
        original = build(m, r, c1, c2)
        trees = make_trees(build(mp, rp, c1, -c2))
        for y, tree in zip(original, trees):
            mirrored = ZETA * np.conj(y * supervector(m, r)) / supervector(mp, rp)
            assert (tree.query(wrap(coords(mirrored)))[0] < 1e-6).all()

# Worked example
A = 2.5                                       # chosen lattice constant, angstrom
BOHR = constants.physical_constants["Bohr radius"][0] / constants.angstrom
print(f"lattice constant a = {A:.3f} angstrom")
print(f"commensurate angles with Sigma <= {SIGMA_MAX}: {len(found)}")
print(f"(m,r) pairs searched atom by atom: {len(small_pairs)}")
for m, r in [(1, 1), (1, 3), (1, 2), (1, 6), (31, 1), (94, 3)]:
    check_coincidence(m, r)
    theta, s = angle(m, r), sigma(m, r)
    # moire period from the difference of the two layers' reciprocal vectors
    moire = 1 / abs(1 - np.exp(1j * theta))
    cells = s / moire ** 2
    assert abs(cells - (r * r / 3 if r % 3 == 0 else r * r)) < 1e-7
    print(f"(m,r)=({m},{r}): theta = {np.degrees(theta):.4f} deg, "
          f"Sigma = {s}, atoms = {4 * s}")
    print(f"  supercell length = {A * sqrt(s):.3f} angstrom, "
          f"moire period = {A * moire:.3f} angstrom, moire cells = {cells:.0f}")
print(f"supercell length for (1,1) = {A * sqrt(sigma(1, 1)) / BOHR:.3f} bohr")
for m, r in [(1, 1), (1, 3), (1, 2), (1, 6)]:
    t = supervector(m, r)
    z_int = np.rint(coords(t)).astype(int)
    w_int = np.rint(coords(t / np.exp(1j * angle(m, r)))).astype(int)
    print(f"(m,r)=({m},{r}): z' = ({z_int[0]},{z_int[1]}), "
          f"w' = ({w_int[0]},{w_int[1]}) in the basis 1, zeta")
    for name, (c1, c2) in CENTRES.items():
        group, site, eclipsed = table[m, r, name]
        dx, dy = np.mod(coords(delta(m, r, c1, c2)) + 1e-9, 1.0)
        print(f"  {name}: delta = ({dx:.3f},{dy:.3f}), class {group}, "
              f"site {site}, eclipsed pairs {eclipsed}")
print("all good")
```

Output:

```
lattice constant a = 2.500 angstrom
commensurate angles with Sigma <= 100: 28
(m,r) pairs searched atom by atom: 10
(m,r)=(1,1): theta = 21.7868 deg, Sigma = 7, atoms = 28
  supercell length = 6.614 angstrom, moire period = 6.614 angstrom, moire cells = 1
(m,r)=(1,3): theta = 38.2132 deg, Sigma = 7, atoms = 28
  supercell length = 6.614 angstrom, moire period = 3.819 angstrom, moire cells = 3
(m,r)=(1,2): theta = 32.2042 deg, Sigma = 13, atoms = 52
  supercell length = 9.014 angstrom, moire period = 4.507 angstrom, moire cells = 4
(m,r)=(1,6): theta = 46.8264 deg, Sigma = 19, atoms = 76
  supercell length = 10.897 angstrom, moire period = 3.146 angstrom, moire cells = 12
(m,r)=(31,1): theta = 1.0501 deg, Sigma = 2977, atoms = 11908
  supercell length = 136.405 angstrom, moire period = 136.405 angstrom, moire cells = 1
(m,r)=(94,3): theta = 1.0391 deg, Sigma = 9121, atoms = 36484
  supercell length = 238.760 angstrom, moire period = 137.848 angstrom, moire cells = 3
supercell length for (1,1) = 12.499 bohr
(m,r)=(1,1): z' = (1,2), w' = (2,1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  atom on atom, from AB: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  hexagon on atom: delta = (0.333,0.333), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.500), class D2, site D2, eclipsed pairs 0
  generic point, from AA: delta = (0.315,0.859), class C1, site C1, eclipsed pairs 0
(m,r)=(1,3): z' = (2,1), w' = (3,-1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  atom on atom, from AB: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.500,0.500), class D2, site D2, eclipsed pairs 0
  generic point, from AA: delta = (0.488,0.544), class C1, site C1, eclipsed pairs 0
(m,r)=(1,2): z' = (1,3), w' = (3,1) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.333,0.333), class D3, site D3, eclipsed pairs 1
  atom on atom, from AB: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.000), class D6, site D2, eclipsed pairs 2
  generic point, from AA: delta = (0.629,0.717), class C1, site C1, eclipsed pairs 0
(m,r)=(1,6): z' = (3,2), w' = (5,-2) in the basis 1, zeta
  hexagon on hexagon: delta = (0.000,0.000), class D6, site D6, eclipsed pairs 2
  atom on atom, from AA: delta = (0.000,0.000), class D6, site D3, eclipsed pairs 2
  atom on atom, from AB: delta = (0.667,0.667), class D3, site D3, eclipsed pairs 1
  hexagon on atom: delta = (0.667,0.667), class D3, site C3, eclipsed pairs 1
  bond midpoint, from AA: delta = (0.000,0.000), class D6, site D2, eclipsed pairs 2
  generic point, from AA: delta = (0.976,0.088), class C1, site C1, eclipsed pairs 0
all good
```
